# Photoionisation cross section of the 1s state in hydrogen-like ions, part 1

(Sections cited here and not found follow in the second part.)

Take one electron in the field of a fixed point nucleus of charge $Z$, in Hartree atomic units ($\hbar=m_e=|e|=1$, Gaussian fields, speed of light $c=1/\alpha$, lengths in $a_0$, energies in hartree), and let a photon lift it from the 1s state to exactly zero energy. This is the ionisation threshold, and there the final radial wave is an elementary power series. For angular momentum $l=1$ and energy $E=k^2/2$ the reduced radial function $g(r)$, which is $r$ times the radial wave function, obeys

$$g''+\Big(k^2+\frac{2Z}{r}-\frac{2}{r^2}\Big)g=0 .$$

Near the origin the last term dominates, and $g\sim r^p$ requires $p(p-1)=2$, so $p=2$ or $p=-1$. Only $p=2$ is normalisable at the origin. Set $k=0$ and insert $g_0=\sum_{m\ge0}c_m r^{m+2}$ with $c_0=1$. The coefficient of $r^m$ gives $[(m+2)(m+1)-2]c_m+2Zc_{m-1}=0$, and since $(m+2)(m+1)-2=m(m+3)$,

$$c_m=-\frac{2Z}{m(m+3)}c_{m-1},\qquad c_m=\frac{6\,(-2Z)^m}{m!\,(m+3)!}.$$

The closed form follows because $\prod_{j=1}^m j=m!$ and $\prod_{j=1}^m(j+3)=(m+3)!/3!$. The 1s function is proportional to $re^{-Zr}$ and the dipole operator supplies one more power of $r$, so the integral that governs the absorption is $J_0=\int_0^\infty g_0\,r^2e^{-Zr}dr$. Each term gives $\int_0^\infty r^{m+4}e^{-Zr}dr=(m+4)!/Z^{m+5}$, the factorials nearly cancel, and

$$J_0=\frac{6}{Z^5}\sum_{m\ge0}\frac{(m+4)(-2)^m}{m!}=\frac{6}{Z^5}\big(-2e^{-2}+4e^{-2}\big)=\frac{12\,e^{-2}}{Z^5}.$$

The sum splits into $\sum m(-2)^m/m!=-2\sum(-2)^{m-1}/(m-1)!=-2e^{-2}$ and $4\sum(-2)^m/m!=4e^{-2}$. Sum and integral may be exchanged because the series of absolute values, $\sum(m+4)2^m/m!$, converges. A cross section is quadratic in the matrix element, so it will carry $e^{-4}$, where $e=2.718\ldots$ is Euler's number and not the elementary charge. The exponential is an alternating sum: the Coulomb attraction bends the p wave over, to a maximum near $r=2.7/Z$ and a node near $r=5.1/Z$, across the range around $r=4/Z$ where the unbent integrand $r^4e^{-Zr}$ is largest, and this reduces the overlap from the value $4!/Z^5$ that the unbent wave $r^2$ would give to $12e^{-2}/Z^5$. Two things are still missing before $J_0$ becomes an area: the relation between a matrix element and a cross section, and the normalisation of a wave that extends to infinity.

For the first, let the electron (charge $-1$) move in the vector potential $\mathbf A$ of a light wave in the radiation gauge, $H=\tfrac12(\mathbf p+\mathbf A/c)^2-Z/r$. The motion is non-relativistic, spin plays no part, and the nucleus is infinitely heavy. The wave varies in space as $e^{i\boldsymbol\kappa\cdot\mathbf r}$ with $\kappa=\omega/c=\alpha\omega$. The electric dipole approximation replaces this factor by one, so that $\mathbf A$ depends on time alone. Across the 1s orbital, of size $1/Z$, the phase changes by $\alpha\omega/Z$; at threshold, where $\omega=Z^2/2$, this is $Z\alpha/2$, which is $0.00365$ for hydrogen, $0.0073$ for He$^+$ and $0.0219$ for C$^{5+}$. With uniform $\mathbf A$ write $\psi=e^{-i\mathbf A\cdot\mathbf r/c}\chi$. Then $(\mathbf p+\mathbf A/c)\psi=e^{-i\mathbf A\cdot\mathbf r/c}\,\mathbf p\chi$ and $i\partial_t\psi=e^{-i\mathbf A\cdot\mathbf r/c}\,(i\partial_t\chi+\dot{\mathbf A}\cdot\mathbf r\,\chi/c)$, so that with the electric field $\mathbf F=-\dot{\mathbf A}/c$

$$i\partial_t\chi=(H_0+\mathbf F\cdot\mathbf r)\chi,\qquad H_0=\tfrac12p^2-\frac Zr .$$

Take $\mathbf F=F_0\cos\omega t\,\hat{\mathbf z}$. The initial state is spherical, so the total cross section cannot depend on the direction of polarisation and is the same for unpolarised light. Expand $\chi=\sum_f c_f(t)e^{-iE_ft}|f\rangle$ in eigenstates of $H_0$. To first order in $F_0$ the initial amplitude stays equal to one, and $i\dot c_f=F_0\cos\omega t\,z_{fi}\,e^{i\omega_{fi}t}$ with $z_{fi}=\langle f|z|i\rangle$ and $\omega_{fi}=E_f-E_i$. Writing the cosine as two exponentials and integrating from $0$ to $T$,

$$c_f(T)=-\frac{F_0z_{fi}}{2}\left[\frac{e^{i(\omega_{fi}-\omega)T}-1}{\omega_{fi}-\omega}+\frac{e^{i(\omega_{fi}+\omega)T}-1}{\omega_{fi}+\omega}\right].$$

From the ground state $\omega_{fi}>0$, so the second denominator never vanishes and that term stays bounded; it adds nothing that grows with $T$. The first term has squared modulus $4\sin^2(\Delta T/2)/\Delta^2$ with $\Delta=\omega_{fi}-\omega$, a peak of width $1/T$ whose area is $2T\int_{-\infty}^\infty x^{-2}\sin^2x\,dx=2\pi T$ (substitute $x=\Delta T/2$). If the continuum states are normalised in energy, $\langle E|E'\rangle=\delta(E-E')$, the sum over final states is $\int dE$ with unit weight. Once $T$ is so long that $|z_{fi}|^2$ is constant across the peak, the probability is $WT$ with

$$W=2\pi\Big(\frac{F_0}{2}\Big)^2|\langle E|z|1s\rangle|^2,\qquad E=\omega-I ,$$

where $I$ is the binding energy. First order requires $WT\ll1$ and a field too weak for two-photon processes. In a vacuum plane wave the magnetic and electric fields are equal in magnitude, the Poynting flux is $cF^2/4\pi$, its cycle average is $cF_0^2/8\pi$, and each photon carries energy $\omega$, so the photon flux is $cF_0^2/(8\pi\omega)$. The cross section is rate over flux:

$$\sigma=\frac{\pi F_0^2}{2}\,|\langle E|z|1s\rangle|^2\,\frac{8\pi\omega}{cF_0^2}=4\pi^2\alpha\,\omega\,|\langle E|z|1s\rangle|^2 .$$

The oscillator strength of a discrete line is $f=2\omega_{fi}|z_{fi}|^2$. Its continuum counterpart is the density $df/dE=2\omega|\langle E|z|1s\rangle|^2$, and in terms of it $\sigma=2\pi^2\alpha\,df/dE$.

The initial state is $\psi_{1s}=r^{-1}u_{10}(r)Y_{00}$ with $u_{10}=2Z^{3/2}re^{-Zr}$. Since $(re^{-Zr})''=(Z^2r-2Z)e^{-Zr}$, one has $-\tfrac12u_{10}''-Zu_{10}/r=-\tfrac12Z^2u_{10}$, so $I=Z^2/2$; and $4Z^3\int_0^\infty r^2e^{-2Zr}dr=4Z^3\cdot2/(2Z)^3=1$. Energy conservation reads

$$\omega=I+\frac{k^2}{2},\qquad 2\omega=Z^2+k^2 .$$

The final states are $r^{-1}u_{El}(r)Y_{lm}$. With $Y_{00}=(4\pi)^{-1/2}$ and $Y_{10}=(3/4\pi)^{1/2}\cos\theta$, the product $\cos\theta\,Y_{00}$ equals $Y_{10}/\sqrt3$. Orthonormality of the spherical harmonics then leaves a single final channel, $l=1$, $m=0$, with angular factor $1/\sqrt3$. The photoelectron angular distribution is therefore $\cos^2\theta$ about the polarisation at every energy in this approximation, and

$$\sigma=\frac{4\pi^2\alpha\omega}{3}R^2,\qquad R=\int_0^\infty u_{E1}(r)\,r\,u_{10}(r)\,dr .$$

The same argument shows how the first neglected multipole enters. The term linear in $\boldsymbol\kappa$, for propagation along $x$, couples through $x\,p_z$; acting on a spherical function it gives $xz$ times a radial function, which is pure $l=2$. That channel is orthogonal to the p wave, so it interferes in the angular distribution but not in the total cross section, where retardation first appears at second order in the small parameter.

The p wave at positive energy needs a form from which both its small-$r$ behaviour and its large-$r$ amplitude can be read. Put $g=r^2h$ in the radial equation. From $g''=r^2h''+4rh'+2h$ the term $2h$ cancels the centrifugal term, and division by $r$ leaves

$$rh''+4h'+(k^2r+2Z)h=0,\qquad h(0)=1 .$$

The coefficients are linear in $r$, which suggests a superposition of exponentials, $h=\int_{-1}^{1}e^{ikr\xi}\varphi(\xi)\,d\xi$. The terms carrying a factor $r$ combine to $k^2r\int(1-\xi^2)\varphi\,e^{ikr\xi}d\xi$. Using $re^{ikr\xi}=(ik)^{-1}\partial_\xi e^{ikr\xi}$ and integrating by parts, this equals $ik\int[(1-\xi^2)\varphi]'e^{ikr\xi}d\xi$, provided $(1-\xi^2)\varphi$ vanishes at both ends. The term $4h'$ is $4ik\int\xi\varphi\,e^{ikr\xi}d\xi$. The equation holds if the total integrand vanishes. Dividing by $ik$ and defining

$$\nu=\frac Zk ,$$

so that $2Z/(ik)=-2i\nu$, the condition is $(1-\xi^2)\varphi'-2\xi\varphi+4\xi\varphi-2i\nu\varphi=0$, or

$$\frac{\varphi'}{\varphi}=\frac{2i\nu-2\xi}{1-\xi^2}=\frac{1+i\nu}{1+\xi}-\frac{1-i\nu}{1-\xi}.$$

The partial fractions are confirmed by recombining them: the numerator is $(1+i\nu)(1-\xi)-(1-i\nu)(1+\xi)=2i\nu-2\xi$. Hence $\varphi\propto(1+\xi)^{1+i\nu}(1-\xi)^{1-i\nu}$, which vanishes at both ends as required. With $v=(1+\xi)/2$,

$$h(r)=N\int_0^1e^{ikr(2v-1)}\,v^{1+i\nu}(1-v)^{1-i\nu}\,dv .$$

The constant follows from $h(0)=1$ and Euler's integral $\int_0^1v^{a-1}(1-v)^{b-1}dv=\Gamma(a)\Gamma(b)/\Gamma(a+b)$, valid for positive real parts of $a$ and $b$; it results from writing $\Gamma(a)\Gamma(b)$ as a double integral over $x,y>0$ and substituting $x=\lambda v$, $y=\lambda(1-v)$, with Jacobian $\lambda$. Here $a=2+i\nu$ and $b=2-i\nu$ are complex conjugates, as are their gamma functions, and $a+b=4$, so

$$N=\frac{6}{|\Gamma(2+i\nu)|^2}.$$

This $h$ is finite at the origin, and the second solution of the equation behaves as $r^{-3}$, so $h$ is the regular solution. It is real, because the substitution $v\to1-v$ turns the integrand into its complex conjugate. It is bounded, $|h|\le N\int_0^1v(1-v)dv=N/6$, and $|h'|\le kN/6$ in the same way. Expanding $e^{2ikrv}$ in powers and using Euler's integral on each term shows that $h=e^{-ikr}M(2+i\nu,4,2ikr)$ with Kummer's confluent hypergeometric function $M$, but the integral itself is all that is needed.

For large $\rho=kr$ the integrand oscillates rapidly and the end points decide the value. It is analytic in the strip $0<\operatorname{Re}v<1$, $\operatorname{Im}v>0$, and $e^{2i\rho v}$ decays exponentially upward, so the path from $0$ to $1$ can be replaced by a path from $0$ up to $i\infty$ and a path from $1+i\infty$ down to $1$. On the first, $v=iq$ and $dv=i\,dq$; the exponential is $e^{-i\rho}e^{-2\rho q}$; and $v^{1+i\nu}=e^{i\pi(1+i\nu)/2}q^{1+i\nu}=i\,e^{-\pi\nu/2}q^{1+i\nu}$. The factor $e^{-2\rho q}$ confines $q$ to values of order $1/\rho$, where $(1-iq)^{1-i\nu}=1+O(1/\rho)$. With $\int_0^\infty e^{-2\rho q}q^{1+i\nu}dq=\Gamma(2+i\nu)(2\rho)^{-2-i\nu}$ the first leg gives

$$i\cdot i\,e^{-\pi\nu/2}\,\Gamma(2+i\nu)\,e^{-i\rho}(2\rho)^{-2-i\nu}=-\frac{e^{-\pi\nu/2}}{4\rho^2}\,\Gamma(2+i\nu)\,e^{-i(\rho+\nu\ln2\rho)} .$$

On the second leg $v=1+iq$ is traversed downward, which gives $-i\,dq$; the exponential is $e^{i\rho}e^{-2\rho q}$; and $(1-v)^{1-i\nu}=(-iq)^{1-i\nu}=e^{-i\pi(1-i\nu)/2}q^{1-i\nu}=-i\,e^{-\pi\nu/2}q^{1-i\nu}$. The product $(-i)(-i)=-1$ makes this leg the complex conjugate of the first, as the reality of $h$ demands. Writing $\Gamma(2+i\nu)=|\Gamma(2+i\nu)|e^{i\gamma}$, the two legs add to $-2e^{-\pi\nu/2}|\Gamma(2+i\nu)|\cos(\rho+\nu\ln2\rho-\gamma)/(4\rho^2)$. Multiplying by $Nr^2$ and using $-\cos x=\sin(x-\pi/2)$,

$$g(r)\to\frac{1}{C_1k^2}\sin\theta_k(r),\qquad\theta_k=kr+\nu\ln2kr-\frac\pi2-\gamma,\qquad C_1=\frac{e^{\pi\nu/2}\,|\Gamma(2+i\nu)|}{3},$$

with relative corrections of order $1/\rho$ at fixed $\nu$. For $Z=0$ this gives $C_1=1/3$ and $h\to-3\cos\rho/\rho^2$, which is the large-$\rho$ form of the free wave $3j_1(\rho)/\rho$. The logarithm in the phase is the mark of the long range of the potential: the local momentum $\sqrt{k^2+2Z/r}\approx k+\nu/r$ integrates to $kr+\nu\ln r$. The modulus of the gamma function is elementary. The recurrence gives $|\Gamma(2+i\nu)|^2=(1+\nu^2)\Gamma(1+i\nu)\Gamma(1-i\nu)$, and the reflection formula $\Gamma(z)\Gamma(1-z)=\pi/\sin\pi z$ at $z=i\nu$ gives $\Gamma(1+i\nu)\Gamma(1-i\nu)=i\nu\pi/\sin(i\pi\nu)=\pi\nu/\sinh\pi\nu$. Since $e^{\pi\nu}/\sinh\pi\nu=2/(1-e^{-2\pi\nu})$,

$$C_1^2=\frac{2\pi\nu\,(1+\nu^2)}{9\,(1-e^{-2\pi\nu})}.$$

The ratio $9C_1^2$ measures how much the attraction raises the squared p wave near the nucleus over a free wave of the same amplitude at infinity.

That amplitude is fixed by $\int_0^\infty u_Eu_{E'}dr=\delta(E-E')$. Let $u_E$ and $u_{E'}$ be regular solutions at two energies. Multiply the equation for $u_E$ by $u_{E'}$, the equation for $u_{E'}$ by $u_E$, and subtract: the potential cancels and $(u_{E'}u_E'-u_Eu_{E'}')'=(k'^2-k^2)u_Eu_{E'}$, where a prime on $u$ is the radial derivative and a prime on $E$ or $k$ labels the second energy. Both functions vanish at the origin, so integration up to a large radius $b$ gives

$$\int_0^bu_Eu_{E'}dr=\frac{[u_{E'}u_E'-u_Eu_{E'}']_{r=b}}{(k'-k)(k'+k)} .$$

Insert $u_E=A_k\sin\theta_k$ and $u_E'=A_kk\cos\theta_k$; the omitted terms of order $1/b$ alter the weight of the final delta function by a relative amount of order $1/b$. The product formulas $\sin\theta_{k'}\cos\theta_k=\tfrac12[\sin(\theta_{k'}+\theta_k)+\sin(\theta_{k'}-\theta_k)]$ and $\sin\theta_k\cos\theta_{k'}=\tfrac12[\sin(\theta_{k'}+\theta_k)-\sin(\theta_{k'}-\theta_k)]$ turn the bracket into $\tfrac12A_kA_{k'}[(k-k')\sin(\theta_{k'}+\theta_k)+(k+k')\sin(\theta_{k'}-\theta_k)]$, so

$$\int_0^bu_Eu_{E'}dr=\frac{A_kA_{k'}}{2}\left[\frac{\sin(\theta_{k'}-\theta_k)}{k'-k}-\frac{\sin(\theta_{k'}+\theta_k)}{k'+k}\right]_{r=b}.$$

The second term is bounded and oscillates ever faster in $k'$ as $b$ grows, so it integrates to zero against any smooth function of $k'$. In the first, $\theta_{k'}-\theta_k\approx(k'-k)\Lambda$ near $k'=k$, with $\Lambda=\partial\theta_k/\partial k=b+O(\ln b)$. The function $\sin(\Lambda x)/x$ has area $\pi$ for every $\Lambda>0$ and concentrates at $x=0$ as $\Lambda\to\infty$, so the Coulomb logarithm does not affect the weight. The integral tends to $\tfrac12\pi A_k^2\delta(k-k')$, and $\delta(k-k')=k\,\delta(E-E')$ because $dE/dk=k$. Unit weight requires $A_k=\sqrt{2/\pi k}$. Since $C_1k^2g$ has unit amplitude,

$$u_{E1}=\sqrt{\frac{2}{\pi k}}\;C_1k^2\,g,\qquad R=\sqrt{\frac{2}{\pi k}}\;C_1k^2\cdot2Z^{3/2}J,\qquad J=\int_0^\infty r^4e^{-Zr}h(r)\,dr .$$

The overall sign of $u_{E1}$ is a convention and drops out of $R^2$.

The integral $J$ follows from the differential equation for $h$ without inserting any explicit form. Define $L_n(s)=\int_0^\infty r^ne^{-sr}h\,dr$ for real $s>0$; these integrals converge because $h$ is bounded, and $L_{n+1}=-dL_n/ds$. Multiply the equation for $h$ by $r^3e^{-sr}$ and integrate. All boundary terms vanish, at the origin through the powers of $r$ and at infinity through the exponential. Two partial integrations with $(r^4e^{-sr})''=(12r^2-8sr^3+s^2r^4)e^{-sr}$ give $\int r^4e^{-sr}h''dr=12L_2-8sL_3+s^2L_4$, and one with $(r^3e^{-sr})'=(3r^2-sr^3)e^{-sr}$ gives $4\int r^3e^{-sr}h'dr=-12L_2+4sL_3$. The remaining terms are $k^2L_4+2ZL_3$. The multiplier $r^3$ was chosen so that $L_2$ cancels, and what is left is

$$(s^2+k^2)L_4=(4s-2Z)L_3,\qquad\frac{1}{L_3}\frac{dL_3}{ds}=\frac{2Z-4s}{s^2+k^2}.$$

The part $-4s/(s^2+k^2)$ integrates to $-2\ln(s^2+k^2)$. For the other part, $\frac{d}{ds}\arctan(k/s)=-k/(s^2+k^2)$, so $2Z/(s^2+k^2)$ is the derivative of $-2\nu\arctan(k/s)$. The constant of integration comes from large $s$: with $x=sr$, $s^4L_3=\int_0^\infty x^3e^{-x}h(x/s)dx\to3!\,h(0)=6$, the limit passing under the integral because $h$ is bounded and continuous. As $\arctan(k/s)\to0$ in the same limit,

$$L_3(s)=\frac{6}{(s^2+k^2)^2}\,e^{-2\nu\arctan(k/s)} .$$

Now $J=L_4(Z)$. At $s=Z$ the factor $4s-2Z$ is $2Z$, the denominator $s^2+k^2$ is $2\omega$, and $\arctan(k/Z)=\arctan(1/\nu)=\operatorname{arccot}\nu$, taken between $0$ and $\pi/2$. Therefore

$$J=\frac{2Z}{2\omega}L_3(Z)=\frac{12Z}{(2\omega)^3}\,e^{-2\nu\operatorname{arccot}\nu}.$$

As $k\to0$, $\nu\operatorname{arccot}\nu\to1$ and $2\omega\to Z^2$, so $J\to12e^{-2}/Z^5$, the value $J_0$ of the zero-energy series. $J$ is positive at every energy, so the 1s cross section of a hydrogenic ion has no zero.

The first equality, $\omega J=ZL_3(Z)$, is the equivalence of the length and velocity forms of the matrix element. The commutator $[H_0,z]=-ip_z$ between eigenstates gives $\omega\langle f|z|i\rangle=-i\langle f|p_z|i\rangle=-\langle f|\partial_z|i\rangle$. On the 1s state $\partial_ze^{-Zr}=-Z\cos\theta\,e^{-Zr}$, so $\omega\int u_{E1}\,r\,u_{10}dr=Z\int u_{E1}u_{10}dr$, and the two integrals are proportional to $L_4(Z)$ and $L_3(Z)$ with the same constant.

All factors of $R^2$ are now known. Write $1+\nu^2=2\omega/k^2$ in $C_1^2$, so that $k^3C_1^2=2\pi Z(2\omega)/[9(1-e^{-2\pi\nu})]$, and define

$$G=\frac{e^{-4\nu\operatorname{arccot}\nu}}{1-e^{-2\pi\nu}} .$$

Then

$$R^2=\frac2\pi\,k^3C_1^2\cdot4Z^3J^2=\frac2\pi\cdot\frac{2\pi Z(2\omega)}{9}\cdot4Z^3\cdot\frac{144Z^2}{(2\omega)^6}\,G=\frac{256\,Z^6}{(2\omega)^5}\,G ,$$

where the numerical factor is $2\cdot2\cdot4\cdot144/9=256$ and the explicit powers of $k$ have cancelled. Multiplying by $4\pi^2\alpha\omega/3=(2\pi^2\alpha/3)(2\omega)$ gives $\sigma=(512\pi^2\alpha/3)Z^6(2\omega)^{-4}G$. With $2\omega=Z^2\,\omega/I$, so that $Z^6(2\omega)^{-4}=Z^{-2}(I/\omega)^4$, and with the unit of area restored, this is Stobbe's formula:

$$\sigma(\omega)=\frac{2^9\pi^2\alpha\,a_0^2}{3Z^2}\Big(\frac I\omega\Big)^4\frac{e^{-4\nu\operatorname{arccot}\nu}}{1-e^{-2\pi\nu}},\qquad\nu=\frac{Z}{k}=\Big(\frac\omega I-1\Big)^{-1/2}.$$

Stobbe's formula now gives the cross section for ionisation from the 1s state at every photon energy above threshold, within the non-relativistic dipole model. It remains to evaluate and check it, to connect it with the discrete lines below threshold, and to examine its high-energy limit and range of validity.

Numerical values quoted here were computed with a short program.
